# Frozen-phonon energies: why one amplitude factor does not fit every wavevector: a program that tests the result

```python
"""
Result under test: a frozen phonon u = (Q/sqrt(M)) Re[e exp(i(q.R+phase))]
has energy per cell E/N = (1/2) omega^2 Q^2 S, with
S = (1/2) {1 + Delta Re[exp(2i phase) sum(e*e)]},
Delta = 1 if 2q is a reciprocal-lattice vector, otherwise 0.
Q: mass-weighted amplitude; e: normalized eigenvector (cell-phase convention);
M: atomic mass; omega: angular frequency; S: mean squared pattern.
Hartree atomic units (hbar = 1). Model systems: a diatomic chain with
alternating springs, and a triangular lattice with distance springs.
"""
import numpy as np
from scipy.constants import physical_constants

TO_CM = physical_constants["hartree-inverse meter relationship"][0] / 100
masses = np.array([20000.0, 50000.0])
k_in, k_out = 0.10, 0.06
Q = 5.0


def optical_mode(qa):
    """Frequency and eigenvector from the 2x2 dynamical matrix."""
    off = -(k_in + k_out * np.exp(-1j * qa)) / np.sqrt(masses.prod())
    diag = (k_in + k_out) / masses
    values, vectors = np.linalg.eigh(
        np.array([[diag[0], off], [np.conj(off), diag[1]]]))
    e = vectors[:, 1]
    return np.sqrt(values[1]), e * np.exp(-1j * np.angle(e[0]))


def pattern(n, m, e, phase=0.0):
    """Displacements in an n-cell ring for q a = 2 pi m / n."""
    wave = np.exp(1j * (2 * np.pi * m * np.arange(n) / n + phase))
    return Q * np.real(wave[:, None] * e) / np.sqrt(masses)


def chain_energy(u):
    """Total spring energy, summed bond by bond."""
    inside = u[:, 1] - u[:, 0]
    between = np.roll(u[:, 0], -1) - u[:, 1]
    return 0.5 * np.sum(k_in * inside**2 + k_out * between**2)


def chain_force(u):
    left, right = u[:, 0], u[:, 1]
    f_left = k_in * (right - left) + k_out * (np.roll(right, 1) - left)
    f_right = k_in * (left - right) + k_out * (np.roll(left, -1) - right)
    return np.column_stack([f_left, f_right])


def released_frequency(u_start, dt=1.0):
    """Release from rest; find the quarter period from the motion."""
    u, v, force = u_start.copy(), np.zeros_like(u_start), chain_force(u_start)
    old = np.sum(masses * u_start**2)
    for step in range(1, 5000):
        v += 0.5 * dt * force / masses
        u += dt * v
        force = chain_force(u)
        v += 0.5 * dt * force / masses
        new = np.sum(masses * u * u_start)
        if new <= 0:
            quarter = dt * (step - 1 + old / (old - new))
            return np.pi / (2 * quarter)
        old = new
    raise RuntimeError("no zero crossing found")


# Energy and mean square for every q of the ring and several phases
n = 12
for m in range(n):
    omega, e = optical_mode(2 * np.pi * m / n)
    special = (2 * m) % n == 0
    for phase in (0.0, 0.4, np.pi / 4, np.pi / 2):
        u = pattern(n, m, e, phase)
        share = 0.5 * (1 + special * np.real(np.exp(2j * phase) * np.sum(e**2)))
        assert abs(np.sum(masses * u**2) / (n * Q**2) - share) < 1e-12
        assert abs(chain_energy(u) / n / (0.5 * omega**2 * Q**2) - share) < 1e-10

print("DIATOMIC CHAIN, optical branch")
print(f"masses: {masses[0]:.0f} and {masses[1]:.0f} m_e")
print(f"springs: {k_in:.2f} and {k_out:.2f} E_h/a0^2")
print(f"mass-weighted amplitude Q: {Q:.1f} a0 sqrt(m_e); cells: {n}")
print("columns: qa/pi | omega (1e-3 E_h) | E/cell (1e-6 E_h) | S |")
print("  omega inferred with factor 1 | with factor 1/2 (1e-3 E_h)")
for m in (0, 1, 3, 4, 5, 6):
    omega, e = optical_mode(2 * np.pi * m / n)
    u = pattern(n, m, e)
    energy = chain_energy(u) / n
    mean_square = np.sum(masses * u**2) / (n * Q**2)
    with_one = np.sqrt(2 * energy) / Q
    with_half = np.sqrt(4 * energy) / Q
    if m in (0, 6):
        assert np.isclose(with_one, omega, rtol=1e-10)
        assert np.isclose(with_half / omega, np.sqrt(2), rtol=1e-10)
    else:
        assert np.isclose(with_half, omega, rtol=1e-10)
        assert np.isclose(omega / with_one, np.sqrt(2), rtol=1e-10)
    print(f"{2*m/n:.4f} | {omega*1e3:.4f} | {energy*1e6:.3f} | "
          f"{mean_square:.4f} | {with_one*1e3:.4f} | {with_half*1e3:.4f}")

# Detailed pattern at qa = pi/2
omega, e = optical_mode(np.pi / 2)
u = pattern(4, 1, e)
cell_shares = np.sum(masses * u**2, axis=1) / Q**2
wrong = np.sqrt(2 * chain_energy(u) / 4) / Q
assert np.isclose(cell_shares.mean(), 0.5)
print("AT qa = pi/2")
print(f"eigenvector: e1 = {e[0].real:.5f}, "
      f"e2 = {e[1].real:.5f} {e[1].imag:+.5f} i")
print("light-atom displacements, 4 cells (a0):",
      " ".join(f"{x:.5f}" for x in u[:, 0] + 0.0))
print("heavy-atom displacements, 4 cells (a0):",
      " ".join(f"{x:.5f}" for x in u[:, 1] + 0.0))
print("cell contributions M u^2/Q^2:",
      " ".join(f"{x:.5f}" for x in cell_shares))
print(f"their mean S: {cell_shares.mean():.5f}")
print(f"true frequency: {omega*TO_CM:.2f} cm^-1")
print(f"frequency with wrong factor 1: {wrong*TO_CM:.2f} cm^-1")

# Frequencies obtained from motion, without a frozen-energy formula
print("RELEASED FROM REST")
for m in (0, 3, 6):
    omega, e = optical_mode(2 * np.pi * m / n)
    measured = released_frequency(pattern(n, m, e))
    assert np.isclose(measured, omega, rtol=1e-5)
    print(f"qa/pi = {2*m/n:.1f}: omega from motion = {measured*1e3:.4f} 1e-3 E_h")

# Phase and complex polarization at Gamma
omega, e = optical_mode(0.0)
print("GAMMA: effect of phase and polarization")
for phase in (0.0, np.pi / 4, np.pi / 2):
    scaled = chain_energy(pattern(n, 0, e, phase)) / n / (0.5 * omega**2 * Q**2)
    print(f"phase/pi = {phase/np.pi:.2f}: energy factor = {scaled:.4f}")
for phase in (0.0, 0.4, 1.1):
    circular = (chain_energy(pattern(n, 0, e / np.sqrt(2), phase))
                + chain_energy(pattern(n, 0, 1j * e / np.sqrt(2), phase)))
    circular /= n * 0.5 * omega**2 * Q**2
    assert np.isclose(circular, 0.5)
print(f"circular pair of equal transverse modes: energy factor = {circular:.4f}")

# Continuous frequency but discontinuous energy per cell
long_n = 200
print(f"LONG RING, {long_n} cells")
long_data = {}
for m in (0, 1, 99, 100):
    omega, e = optical_mode(2 * np.pi * m / long_n)
    energy = chain_energy(pattern(long_n, m, e)) / long_n
    long_data[m] = omega, energy
    print(f"qa/pi = {2*m/long_n:.2f}: omega = {omega*1e3:.4f} 1e-3 E_h, "
          f"E/cell = {energy*1e6:.3f} 1e-6 E_h")
for near, point in ((1, 0), (99, 100)):
    assert abs(long_data[near][0] / long_data[point][0] - 1) < 1e-3
    assert abs(long_data[near][1] / long_data[point][1] - 0.5) < 1e-3

# Triangular lattice: two different kinds of zone-boundary point
size, spacing, spring, mass = 6, 5.0, 0.05, 50000.0
a1 = spacing * np.array([1.0, 0.0])
a2 = spacing * np.array([0.5, np.sqrt(3) / 2])
i, j = np.meshgrid(np.arange(size), np.arange(size), indexing="ij")


def lattice_energy(u):
    total = 0.0
    for d1, d2 in ((1, 0), (0, 1), (-1, 1)):
        neighbour = np.roll(u, (-d1, -d2), axis=(0, 1))
        length = np.linalg.norm(d1 * a1 + d2 * a2 + neighbour - u, axis=2)
        total += 0.5 * spring * np.sum((length - spacing)**2)
    return total


delta = 0.01
force_constants = np.zeros((size, size, 2, 2))
for row in range(size):
    for col in range(size):
        for alpha in range(2):
            for beta in range(2):
                mixed = 0.0
                for s in (-1, 1):
                    for t in (-1, 1):
                        u = np.zeros((size, size, 2))
                        u[row, col, alpha] += s * delta
                        u[0, 0, beta] += t * delta
                        mixed += s * t * lattice_energy(u)
                force_constants[row, col, alpha, beta] = mixed / (4 * delta**2)

print("TRIANGULAR LATTICE, upper in-plane mode")
print(f"spacing {spacing:.1f} a0, spring {spring:.2f} E_h/a0^2, "
      f"mass {mass:.0f} m_e")
print(f"supercell {size} x {size}, displacement amplitude {delta:.2f} a0")
for name, h1, h2, expected_share, stiffness in (
        ("M", 0.0, 0.5, 1.0, 6.0), ("K", 1 / 3, 2 / 3, 0.5, 4.5)):
    angle = 2 * np.pi * (h1 * i + h2 * j)
    dynamical = np.einsum("ij,ijab->ab", np.exp(-1j * angle),
                          force_constants) / mass
    assert np.max(abs(dynamical.imag)) < 1e-9 * np.max(abs(dynamical.real))
    real_matrix = 0.5 * (dynamical.real + dynamical.real.T)
    values, vectors = np.linalg.eigh(real_matrix)
    omega = np.sqrt(values[1])
    wave = np.cos(angle)[:, :, None] * vectors[:, 1]
    curvature = (lattice_energy(delta * wave) + lattice_energy(-delta * wave)
                 - 2 * lattice_energy(0 * wave)) / (delta**2 * size**2)
    mean_square = np.mean(np.sum(wave**2, axis=2))
    with_one = np.sqrt(curvature / mass)
    corrected = np.sqrt(curvature / (mass * mean_square))
    # Finite displacement leaves relative errors of order (delta/spacing)^2.
    assert np.isclose(mean_square, expected_share, atol=1e-12)
    assert np.isclose(corrected, omega, rtol=1e-4)
    assert np.isclose(omega, np.sqrt(stiffness * spring / mass), rtol=1e-4)
    print(f"{name}: mean square S = {mean_square:.4f}, "
          f"curvature/cell = {curvature:.5f} E_h/a0^2")
    print(f"{name}: omega from force constants = {omega*1e3:.4f} 1e-3 E_h")
    print(f"{name}: frozen omega, factor 1 = {with_one*1e3:.4f}; "
          f"factor S = {corrected*1e3:.4f} 1e-3 E_h")

print("tests ok")
```

Running it gives:

```
DIATOMIC CHAIN, optical branch
masses: 20000 and 50000 m_e
springs: 0.10 and 0.06 E_h/a0^2
mass-weighted amplitude Q: 5.0 a0 sqrt(m_e); cells: 12
columns: qa/pi | omega (1e-3 E_h) | E/cell (1e-6 E_h) | S |
  omega inferred with factor 1 | with factor 1/2 (1e-3 E_h)
0.0000 | 3.3466 | 140.000 | 1.0000 | 3.3466 | 4.7329
0.1667 | 3.3248 | 69.091 | 0.5000 | 2.3510 | 3.3248
0.5000 | 3.1623 | 62.500 | 0.5000 | 2.2361 | 3.1623
0.6667 | 3.0422 | 57.845 | 0.5000 | 2.1512 | 3.0422
0.8333 | 2.9317 | 53.716 | 0.5000 | 2.0730 | 2.9317
1.0000 | 2.8832 | 103.912 | 1.0000 | 2.8832 | 4.0775
AT qa = pi/2
eigenvector: e1 = 0.87905, e2 = -0.40879 -0.24528 i
light-atom displacements, 4 cells (a0): 0.03108 -0.00000 -0.03108 -0.00000
heavy-atom displacements, 4 cells (a0): -0.00914 0.00548 0.00914 -0.00548
cell contributions M u^2/Q^2: 0.93984 0.06016 0.93984 0.06016
their mean S: 0.50000
true frequency: 694.04 cm^-1
frequency with wrong factor 1: 490.76 cm^-1
RELEASED FROM REST
qa/pi = 0.0: omega from motion = 3.3466 1e-3 E_h
qa/pi = 0.5: omega from motion = 3.1623 1e-3 E_h
qa/pi = 1.0: omega from motion = 2.8832 1e-3 E_h
GAMMA: effect of phase and polarization
phase/pi = 0.00: energy factor = 1.0000
phase/pi = 0.25: energy factor = 0.5000
phase/pi = 0.50: energy factor = 0.0000
circular pair of equal transverse modes: energy factor = 0.5000
LONG RING, 200 cells
qa/pi = 0.00: omega = 3.3466 1e-3 E_h, E/cell = 140.000 1e-6 E_h
qa/pi = 0.01: omega = 3.3466 1e-3 E_h, E/cell = 69.997 1e-6 E_h
qa/pi = 0.99: omega = 2.8834 1e-3 E_h, E/cell = 51.963 1e-6 E_h
qa/pi = 1.00: omega = 2.8832 1e-3 E_h, E/cell = 103.912 1e-6 E_h
TRIANGULAR LATTICE, upper in-plane mode
spacing 5.0 a0, spring 0.05 E_h/a0^2, mass 50000 m_e
supercell 6 x 6, displacement amplitude 0.01 a0
M: mean square S = 1.0000, curvature/cell = 0.30000 E_h/a0^2
M: omega from force constants = 2.4495 1e-3 E_h
M: frozen omega, factor 1 = 2.4495; factor S = 2.4495 1e-3 E_h
K: mean square S = 0.5000, curvature/cell = 0.11250 E_h/a0^2
K: omega from force constants = 2.1213 1e-3 E_h
K: frozen omega, factor 1 = 1.5000; factor S = 2.1213 1e-3 E_h
tests ok
```
